\section*{Maxwell's Conductivity Formula Realised Exactly by Coated Spheres with Insulating Cores, part 1}

(Sections cited here and not found follow in the second part.)

\section{The neutral coated sphere}

\subsection{What dimension and symmetry already fix}

Consider a rigid porous solid whose pores carry no heat. The solid has conductivity $k_s$, and heat flows in it by Fourier's law, $\mathbf q=-k_s\nabla T$. This law contains no length. If every distance in the body is multiplied by the same factor, and the temperatures at corresponding points are kept, all gradients and all fluxes are divided by that factor, and their ratio is unchanged. An effective conductivity can therefore depend on the shape and arrangement of the pores but not on their absolute size. Since $k_s$ is the only conductivity present, it must have the form
\begin{equation}
k_e=k_s\,f(\text{dimensionless geometry}).
\label{eq:form}
\end{equation}

Take now a single solid ball of radius $b$ with a concentric pore of radius $a$. Its only dimensionless number is $a/b$, or equivalently the pore fraction
\begin{equation}
\phi=\frac{a^3}{b^3},\qquad 0\le\phi<1 .
\label{eq:phi}
\end{equation}
The ball has no preferred direction. If the temperature on its surface varies linearly along $z$, the only vector in the problem is $\hat{\mathbf z}$, and the temperature, being linear in this vector, must be a function of $r$ times $\hat{\mathbf z}\cdot\hat{\mathbf r}=\cos\theta$. The radial flux through the surface is then also proportional to $\cos\theta$. A homogeneous ball under the same surface temperature has a flux of the same angular form. The coated ball can therefore be matched, as seen from outside, by a homogeneous ball of one conductivity $k_s f(\phi)$.

For a body made of many balls, symmetry does not go so far. The arrangement and the distribution of sizes supply many further dimensionless numbers, and $f$ might depend on all of them. The theorem below states that, for a space-filling assemblage of geometrically similar coated balls, it depends on none of them except $\phi$.

\subsection{Setting and statement}

Let $\Omega$ be a bounded open region whose boundary has zero volume. It contains countably many closed balls $B_i$ with non-overlapping interiors. Each ball has a concentric core of radius $a_i$ and an outer radius $b_i$. The following is assumed.

\begin{enumerate}
\item The ratio $a_i^3/b_i^3=\phi$ is the same for all balls, with $0\le\phi<1$.
\item The cores have zero conductivity. The shells are isotropic and have the constant conductivity $k_s$.
\item Heat conduction is steady, without sources, and obeys Fourier's law down to the smallest ball. Temperature and normal flux are continuous where solid meets solid.
\item The balls fill $\Omega$ up to a set of zero volume.
\item The temperature on the outer boundary is $T=Gz$, with a constant $G$.
\end{enumerate}

Angle brackets denote the average over the volume of $\Omega$, with zero flux in the pores. The effective conductivity is defined by $\langle\mathbf q\rangle=-k_eG\hat{\mathbf z}$. The minus sign says that heat flows towards lower temperature.

\paragraph{Theorem.} Under assumptions 1 to 5 the porosity of the body is $\phi$, and
\begin{equation}
\boxed{\,k_e=k_s\,\frac{2(1-\phi)}{2+\phi}\,}
\label{eq:maxwell}
\end{equation}
for every arrangement and every distribution of sizes that satisfies the assumptions.

Equation (\ref{eq:maxwell}) is Maxwell's formula for insulating spheres. It can also be derived for pores so far apart that they do not disturb one another. Here it holds without a condition of dilution, but for a special geometry. It is not a law for all porous solids: straight empty channels parallel to the heat flow, for instance, leave the solid gradient uniform and give $k_s(1-\phi)$ along that direction.

The proof has three parts. One coated ball is shown to be invisible in a medium of conductivity $k_e$. Balls are shown to be able to fill space. The fields of the single balls are then joined into one solution for the whole body.

\subsection{Lemma 1: one coated ball}

\paragraph{Lemma 1.} Let the surface temperature of a coated ball be $Gr\cos\theta$ at $r=b$, with $r$ and $\theta$ measured from its centre and from the $z$ axis. The radial flux through its surface is then $-k_eG\cos\theta$, with $k_e$ given by (\ref{eq:maxwell}).

\paragraph{Proof.} In the shell the temperature satisfies Laplace's equation, because the flux has no sources and $k_s$ is constant. Put $T=R(r)\cos\theta$. The angular part of the Laplacian acting on $\cos\theta$ gives $-2\cos\theta/r^2$, so that
\begin{equation}
R''+\frac{2}{r}R'-\frac{2}{r^2}R=0 .
\label{eq:radial}
\end{equation}
A power $R=r^n$ solves this equation if
\begin{equation}
n(n-1)+2n-2=n^2+n-2=(n-1)(n+2)=0 ,
\end{equation}
that is, for $n=1$ and $n=-2$. The general solution of this angular form is
\begin{equation}
T=\left(Ar+\frac{B}{r^2}\right)\cos\theta,\qquad
\frac{\partial T}{\partial r}=\left(A-\frac{2B}{r^3}\right)\cos\theta .
\label{eq:shell}
\end{equation}

No heat enters the core, so the radial derivative vanishes at $r=a$. This gives $A-2B/a^3=0$, or
\begin{equation}
B=\tfrac12Aa^3 .
\end{equation}
At $r=b$ the temperature must be $Gb\cos\theta$. Hence
\begin{equation}
A\left(b+\frac{a^3}{2b^2}\right)=Ab\left(1+\frac{\phi}{2}\right)=Gb
\quad\Longrightarrow\quad
A=\frac{2G}{2+\phi}.
\label{eq:A}
\end{equation}
The radial derivative at the outer surface follows from (\ref{eq:shell}):
\begin{equation}
\left.\frac{\partial T}{\partial r}\right|_{b}
=A\left(1-\frac{a^3}{b^3}\right)\cos\theta
=\frac{2(1-\phi)}{2+\phi}\,G\cos\theta .
\label{eq:slope}
\end{equation}
Multiplication by $-k_s$ gives the radial flux $-k_eG\cos\theta$ with the stated $k_e$. The solution found is the only one in the shell. The difference $w$ of two solutions vanishes at $b$ and has no flux at $a$, so integration by parts gives $\int|\nabla w|^2\,dV=0$, and $w=0$. $\square$

The consequence is called neutrality. Suppose that the ball lies in a homogeneous medium of conductivity $k_e$ with the uniform gradient $G\hat{\mathbf z}$. The outside temperature on the surface is $Gb\cos\theta$, apart from a constant fixed by the position of the centre, and the outside radial flux is $-k_eG\cos\theta$. Both agree with the ball. The uniform outside field is therefore undisturbed, however close the next ball may be.

As a numerical check, (\ref{eq:radial}) was integrated from the insulated pore surface outwards for $\phi=0.10$, $0.30$, $0.50$, $0.70$, $0.90$ and $0.99$. The ratio $bR'(b)/R(b)$, which is $k_e/k_s$, agreed with (\ref{eq:maxwell}) to the five decimals printed. For $\phi=0.30$ it is $0.60870$, and for $\phi=0.99$ it is $0.00669$.

\subsection{Physical meaning and limits}

Write the result as
\begin{equation}
\frac{k_e}{k_s}=(1-\phi)\,\frac{1}{1+\phi/2}.
\label{eq:split}
\end{equation}
The first factor is the fraction of the volume that conducts. The second is the mean gradient in the solid divided by the applied gradient. To see this, split the shell field into the uniform gradient $A\hat{\mathbf z}$ and the gradient of $B\cos\theta/r^2$. The latter is the field of a dipole,
\begin{equation}
\nabla\frac{z}{r^3}=\frac{\hat{\mathbf z}-3\hat{\mathbf r}\cos\theta}{r^3}.
\end{equation}
Its average over the directions at fixed $r$ is zero, because the average of $\hat{\mathbf r}\cos\theta$ is $\hat{\mathbf z}/3$. The mean gradient in the solid is thus $A\hat{\mathbf z}$, and $A=G/(1+\phi/2)$ by (\ref{eq:A}).

The solid has less than its share of the temperature drop because the pore has more. On the pore surface the temperature is $(Aa+\tfrac12Aa)\cos\theta=\tfrac32Aa\cos\theta$, which corresponds to a gradient $\tfrac32A$ across the pore. The two shares add up correctly:
\begin{equation}
(1-\phi)A+\phi\,\tfrac32A=A\left(1+\frac{\phi}{2}\right)=G .
\end{equation}

The local gradient in the solid can exceed the applied one. With $t=a^3/r^3$, which lies between $\phi$ and $1$, the radial and tangential components give
\begin{equation}
|\nabla T|^2=A^2\left[(1-t)^2\cos^2\theta+\left(1+\tfrac12t\right)^2\sin^2\theta\right].
\end{equation}
Since $1-t\le1+t/2$, the largest value for given $t$ lies at the equator, $\sin\theta=1$. It grows with $t$ and is reached at the pore surface, $t=1$:
\begin{equation}
|\nabla T|_{\max}=\frac32A=\frac{3G}{2+\phi}.
\label{eq:maxgrad}
\end{equation}
There the heat crowds together to pass round the pore. The concentration factor falls from $3/2$ for a small pore in a thick shell to $1$ for a very thin shell.

For small porosity, expansion of (\ref{eq:split}) gives
\begin{equation}
\frac{k_e}{k_s}=(1-\phi)\left(1-\frac{\phi}{2}+\dots\right)=1-\frac32\phi+O(\phi^2).
\end{equation}
Of the coefficient $3/2$, one unit is missing volume and one half is the reduced gradient in the solid.

For porosity near one, the denominator $2+\phi$ tends to $3$, and
\begin{equation}
\frac{k_e}{k_s}\to\frac23(1-\phi).
\end{equation}
The shell is then a thin skin. It follows the surface temperature $Gb\cos\theta$, and the gradient along it is $G\sin\theta$ in magnitude. The heat dissipation in the skin is proportional to the average of $\sin^2\theta$ over the sphere, which is $2/3$. The remaining third is lost because a thin skin cannot carry heat across itself into an empty core. The conductivity stays positive for every $\phi<1$, since each pore keeps a continuous conducting skin. At $\phi=1$ there is no solid left, and the construction ends.

\subsection{Lemma 2: a core that conducts}

Pores in a real material contain gas and radiation. Their effect can be estimated if the core is given a conductivity $k_p$.

\paragraph{Lemma 2.} A coated ball with core conductivity $k_p\geq0$ is neutral in a medium of conductivity
\begin{equation}
k_e=k_s\,\frac{2k_s+k_p-2\phi(k_s-k_p)}{2k_s+k_p+\phi(k_s-k_p)} .
\label{eq:general}
\end{equation}

\paragraph{Proof.} The core temperature must be finite at $r=0$, so it is $Cr\cos\theta$. Let $\beta=B/(Aa^3)$. Continuity of temperature at $r=a$ gives $C=A(1+\beta)$. Continuity of radial flux gives $k_pC=k_sA(1-2\beta)$. Elimination of $C$ yields
\begin{equation}
k_p(1+\beta)=k_s(1-2\beta)
\quad\Longrightarrow\quad
\beta=\frac{k_s-k_p}{2k_s+k_p}.
\end{equation}
At $r=b$ the ratio of slope to amplitude, multiplied by $b$, is
\begin{equation}
\frac{k_e}{k_s}=\frac{A(1-2\beta a^3/b^3)}{A(1+\beta a^3/b^3)}=\frac{1-2\beta\phi}{1+\beta\phi}.
\end{equation}
Insertion of $\beta$, and multiplication of numerator and denominator by $2k_s+k_p$, gives (\ref{eq:general}). For $k_p=0$ one has $\beta=1/2$ and recovers (\ref{eq:maxwell}). $\square$

The right side of (\ref{eq:general}) grows with $k_p$. Indeed $\beta=-1+3k_s/(2k_s+k_p)$ falls as $k_p$ rises, and $(1-2\beta\phi)/(1+\beta\phi)$ falls as $\beta$ rises. An upper estimate of the core conductivity therefore gives an upper estimate of $k_e$.

\subsection{Lemma 3: why the balls must be similar}

\paragraph{Lemma 3.} Let a ball that is equivalent to a homogeneous ball of conductivity $k'$ lie in a medium of conductivity $k_e$ with applied gradient $G$. The temperature outside it, measured from the value at its centre, is
\begin{equation}
T=\left(Gr+\frac{D}{r^2}\right)\cos\theta,\qquad
D=-Gb^3\,\frac{k'-k_e}{k'+2k_e}.
\label{eq:dipole}
\end{equation}

\paragraph{Proof.} The form of $T$ follows from (\ref{eq:shell}), with the coefficient of $r$ fixed by the distant field. Equivalence means that the inward side of the surface has temperature $gb\cos\theta$ and flux $-k'g\cos\theta$ for some $g$. Matching gives $g=G+D/b^3$ and $k'g=k_e(G-2D/b^3)$. Hence
\begin{equation}
k'\left(G+\frac{D}{b^3}\right)=k_e\left(G-\frac{2D}{b^3}\right)
\quad\Longrightarrow\quad
\frac{D}{b^3}(k'+2k_e)=-G(k'-k_e),
\end{equation}
which is (\ref{eq:dipole}). $\square$

The disturbance vanishes only for $k'=k_e$. For insulating cores in the same solid, the derivative of $2(1-\phi)/(2+\phi)$ is
\begin{equation}
\frac{-2(2+\phi)-2(1-\phi)}{(2+\phi)^2}=-\frac{6}{(2+\phi)^2}<0 ,
\end{equation}
so two balls have the same $k'$ only if they have the same $\phi$. This is the role of geometric similarity. A ball with pore fraction $0.60$ in the medium that suits $\phi=0.30$ has a numerically computed dipole $D/(Gb^3)=0.1974$, in agreement with (\ref{eq:dipole}). The positive sign belongs to a ball that conducts less well than its surroundings. For the matching ball the computed magnitude is $4\times10^{-12}$, which is zero within the accuracy of the integration.

\section{The space-filling assemblage}

\subsection{Symbols and results carried over}

Each ball $B_i$ has outer radius $b_i$, an insulating core of radius $a_i$ and a shell of conductivity $k_s$, with the common pore fraction $\phi=a_i^3/b_i^3<1$. The applied gradient is $G\hat{\mathbf z}$. If the surface temperature of a ball is $Gz$, the radial temperature derivative on the solid side is $(k_e/k_s)G\cos\theta$, where
\begin{equation}
k_e=k_s\frac{2(1-\phi)}{2+\phi}.
\label{eq:ke2}
\end{equation}
This is Lemma 1. For a core of conductivity $k_p$, (\ref{eq:ke2}) is replaced by (\ref{eq:general}), which grows with $k_p$. The volume of a set is written $|\cdot|$. A temperature is admissible if the integral of the square of its gradient is finite. Test functions $v$ are admissible and vanish on the boundary of $\Omega$. The steady heat equation, together with all conditions at internal surfaces, is then the single statement
\begin{equation}
\int_\Omega k\,\nabla T\cdot\nabla v\,dV=0\quad\text{for every test function }v .
\label{eq:weak}
\end{equation}

\subsection{Lemma 4: balls can fill space}

\paragraph{Lemma 4.} Any bounded open region can be filled by countably many closed balls with non-overlapping interiors, up to a set of zero volume.

\paragraph{Proof.} Let $U$ be the part not yet filled, at first the whole region, and suppose that $U$ is open. Lay a cubic grid over it and keep the closed cubes that lie wholly in $U$. As the grid is refined, these cubes exhaust the volume of $U$, because every point of an open set has a neighbourhood inside the set. A sufficiently fine grid therefore gives finitely many cubes that hold more than half of $|U|$. Put the inscribed ball in each cube. A ball of diameter $h$ fills the fraction
\begin{equation}
\frac{\pi h^3/6}{h^3}=\frac{\pi}{6}
\end{equation}
of its cube. The unfilled volume is now at most $(1-\pi/12)|U|$. The unfilled part is again open, because finitely many closed balls have been removed from an open set. The step can be repeated, and after $n$ generations the unfilled fraction is at most
\begin{equation}
\left(1-\frac{\pi}{12}\right)^n\longrightarrow0 .
\end{equation}
$\square$

The guaranteed rate is slow: 16 generations are needed to ensure that less than 1\,\% is left. Actual packings can do better. In a unit cube the first ball leaves $0.4764$ of the volume. In a grid of $40^3$ cells, those that do not touch this ball make up $0.8766$ of the remainder. Balls in these cells reduce the unfilled fraction to $0.4764\,(1-0.8766\,\pi/6)=0.2577$.

Each generation leaves the corners of its cubes unfilled, so this construction uses infinitely many balls. Their total volume is finite, and only finitely many of them can exceed any given radius. The sizes thus have no lower limit. What the phrase ``spheres of all sizes'' requires is thus arbitrarily small balls, not balls of every radius.

A single coated ball has been shown to be neutral in a medium of conductivity $k_e$, and balls have been shown to fill any bounded open region up to a set of zero volume. It remains to join the fields of the single balls into one solution for the whole body, which will prove the theorem.
